# The neutral 180-degree ferroelectric domain wall: profile and energy, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## First half: the wall from the balance of forces

### What a local energy cannot say

A ferroelectric film in a gate stack can hold regions polarized up beside regions polarized down. Suppose that its energy density depends on the local polarization alone. The two kinds of region then have equal energy, and a sharp step from one to the other costs nothing, because every point lies at a minimum of the energy. The film could be cut into any number of domains at no cost. Nothing would set the domain size, the thickness of a boundary, or the price of a reversed nucleus.

An energy that grows with the square of the polarization gradient removes this defect, but it makes a sharp step infinitely expensive. The wall must therefore have a definite width. The task is to find that width, the profile across it, and the energy per unit area.

### Energy, units and neutrality

Let $x$ be the distance along the wall normal, and let the polarization have the single component $P(x)$ along $z$, parallel to the wall. The energy density is

$$
u=f(P)+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad
f(P)=-\frac a2P^2+\frac b4P^4,
$$

with $a,b,g>0$. In SI units $P$ is in C/m², $a$ in V m/C, $b$ in V m⁵/C³ and $g$ in V m³/C. This is a mean-field, continuum description: $P$ is an average over the thermal motion, and it varies slowly from one lattice plane to the next.

The uniform states satisfy

$$
f'(P)=-aP+bP^3=P(bP^2-a)=0 .
$$

The root $P=0$ has $f''(0)=-a<0$ and is a maximum. The other roots are $P=\pm P_0$ with

$$
P_0=\sqrt{a/b},\qquad f''(\pm P_0)=-a+3bP_0^2=2a>0,
$$

so they are minima. They are the two domains. The wall to be found obeys $P\to-P_0$ as $x\to-\infty$ and $P\to+P_0$ as $x\to+\infty$.

No electrostatic term appears in $u$, and this needs a reason. The bound charge density is $-\nabla\cdot\mathbf P$. Here $\mathbf P=(0,0,P(x))$, so $\nabla\cdot\mathbf P=\partial P/\partial z=0$: the wall is neutral. Charge does appear where the polarization ends, at the two faces of the film. It is assumed to be fully compensated there by charge in the electrodes, so that the electric field in the film vanishes.

The alternative shows how much rests on neutrality. In a head-to-head wall the polarization lies along the normal and changes from $+P_0$ to $-P_0$. The bound charge per area is

$$
-\int\frac{dP_x}{dx}\,dx=-\left[(-P_0)-(+P_0)\right]=2P_0 .
$$

A charged sheet sends half of its flux to each side. With a background permittivity $\varepsilon_b$, which accounts for the response not contained in $P$, the field on each side has the size

$$
\frac{2P_0}{2\varepsilon_0\varepsilon_b}=\frac{P_0}{\varepsilon_0\varepsilon_b}.
$$

This holds if $P$ is frozen and no free charge screens the wall. For $P_0=50$ µC/cm² and $\varepsilon_b=10$ it is 56.5 MV/cm. Widening the wall does not help, because the charge $2P_0$ depends only on the end values of $P$. Such a wall needs screening charge, and the result below does not apply to it.

### The energy above the uniform state

The total energy of an infinite crystal diverges, so the wall energy must be measured from that of a single domain. Since $a=bP_0^2$,

$$
f(P_0)=-\frac{bP_0^4}{2}+\frac{bP_0^4}{4}=-\frac{bP_0^4}{4}.
$$

Subtracting this from $f(P)$ gives a perfect square:

$$
\begin{aligned}
f(P)-f(P_0)
&=-\frac{bP_0^2P^2}{2}+\frac{bP^4}{4}+\frac{bP_0^4}{4}\\
&=\frac b4\left(P_0^2-P^2\right)^2 .
\end{aligned}
$$

The energy per unit area assigned to any profile is therefore

$$
\mathcal E[P]=\int_{-\infty}^{\infty}
\left[\frac g2P'^2+\frac b4(P_0^2-P^2)^2\right]dx,
$$

where a prime on $P$ means $d/dx$. Both terms are non-negative. The barrier between the domains is the excess at $P=0$, namely $bP_0^4/4=aP_0^2/4$.

A straight ramp shows the competition between the two terms. Let $P$ rise linearly from $-P_0$ to $P_0$ over a width $w$, so that $P'=2P_0/w$. The gradient part is

$$
\frac g2\left(\frac{2P_0}{w}\right)^2w=\frac{2gP_0^2}{w}.
$$

For the other part, $dx=(w/2P_0)\,dP$ gives

$$
\frac{w}{2P_0}\,\frac b4\int_{-P_0}^{P_0}(P_0^2-P^2)^2dP
=\frac{w}{2P_0}\,\frac b4\,\frac{16P_0^5}{15}
=\frac{2}{15}\,aP_0^2w .
$$

A narrow ramp pays for its slope, and a wide one pays for the material held away from the minima. The sum $A/w+Bw$ is least at $w=\sqrt{A/B}=\sqrt{15g/a}$, where it equals

$$
2\sqrt{AB}=\frac{4}{\sqrt{15}}\,P_0^2\sqrt{ga}.
$$

This estimate already has the right scales. The true profile must do at least as well.

### The equation for the profile

At a minimum, a small change of the profile may not change the energy to first order. Replace $P$ by $P+\epsilon\eta$, where $\eta(x)$ is smooth and vanishes far from the wall. The derivative with respect to $\epsilon$ at $\epsilon=0$ is

$$
\int\left[f'(P)\,\eta+gP'\eta'\right]dx
=\int\left[f'(P)-gP''\right]\eta\,dx .
$$

The second form follows by partial integration; the boundary term $gP'\eta$ vanishes with $\eta$. Because $\eta$ is arbitrary, the bracket must vanish at each point:

$$
gP''=-aP+bP^3 .
$$

The left side is the pull of neighbouring material, and the right side is the slope of the local energy. Their balance fixes the profile.

Multiply by $P'$. The left side becomes $(gP'^2/2)'$ and the right side $f'(P)P'=[f(P)]'$. Integration gives

$$
\frac g2P'^2=f(P)+C .
$$

Far from the wall $f(P)$ tends to $f(P_0)$, so $P'^2$ tends to a constant. If that constant were not zero, $P$ would keep growing or falling and could not approach a finite value. Hence $C=-f(P_0)$, and

$$
\frac g2P'^2=\frac b4\left(P_0^2-P^2\right)^2 .
$$

At each point of the wall the gradient energy equals the excess local energy. This equality belongs to the stationary profile, not to every profile with the same end values.

Before taking the root, its sign must be settled. Suppose that $P$ reached $P_0$ or $-P_0$ at a finite $x$. The last equation would give $P'=0$ there. A second-order equation has one solution with given $P$ and $P'$ at a point, and here it is the uniform domain. A wall therefore never reaches $\pm P_0$ at finite $x$, so it stays strictly between them. There $P'$ cannot vanish and cannot change sign. Since $P$ rises overall, $P'$ is positive:

$$
P'=\sqrt{\frac{b}{2g}}\left(P_0^2-P^2\right).
$$

### Integration

Separate the variables and use

$$
\frac{1}{P_0^2-P^2}=\frac1{2P_0}\left[\frac1{P_0+P}+\frac1{P_0-P}\right].
$$

Integrating both sides gives

$$
\frac{1}{2P_0}\ln\frac{P_0+P}{P_0-P}
=\sqrt{\frac{b}{2g}}\,(x-x_0),
$$

where $x_0$ is the constant of integration. Define

$$
\theta=P_0\sqrt{\frac b{2g}}\,(x-x_0)=\frac{x-x_0}{\delta},
\qquad
\delta=\frac1{P_0}\sqrt{\frac{2g}{b}}=\sqrt{\frac{2g}{a}} .
$$

Then $(P_0+P)/(P_0-P)=e^{2\theta}$. Solving for $P$ yields

$$
P=P_0\,\frac{e^{2\theta}-1}{e^{2\theta}+1}
=P_0\tanh\frac{x-x_0}{\delta}.
$$

The centre $x_0$ is free because the continuum has no preferred position; set $x_0=0$ from here on. The wall with the opposite order of domains has the opposite sign.

The length $\delta$ is a half-width in a definite sense: the tangent at the centre, of slope $P_0/\delta$, reaches $P_0$ at $x=\delta$. Far to the right,

$$
P_0-P=\frac{2P_0}{e^{2x/\delta}+1}\simeq2P_0e^{-2x/\delta},
$$

so the polarization recovers over the length $\delta/2$. This agrees with the response of a single domain: a small deviation $v$ from $P_0$ obeys $gv''=2av$, whose decay length is $\sqrt{g/2a}=\delta/2$.

### The energy

The two parts of the energy are equal, so their sum is twice the gradient part. Because $P$ rises steadily, $P'dx$ may be replaced by $dP$:

$$
\begin{aligned}
\sigma&=\int gP'^2dx=g\int_{-P_0}^{P_0}P'\,dP\\
&=g\sqrt{\frac b{2g}}\int_{-P_0}^{P_0}(P_0^2-P^2)\,dP
=\sqrt{\frac{gb}{2}}\;\frac{4P_0^3}{3}.
\end{aligned}
$$

The last integral is $2P_0^3-2P_0^3/3=4P_0^3/3$. Inserting $P_0^3=a^{3/2}/b^{3/2}$ gives

$$
\sigma=\frac{4}{3\sqrt2}\,\frac{\sqrt g\,a^{3/2}}{b}
=\frac{2\sqrt2}{3}\,\frac{\sqrt g\,a^{3/2}}{b}.
$$

With $\sqrt g=\delta\sqrt{a/2}$ and $a/b=P_0^2$, the same energy reads

$$
\sigma=\frac23\,aP_0^2\,\delta=\frac83\,\delta\,\frac{aP_0^2}{4}.
$$

The wall costs the barrier density times $8\delta/3$. The best ramp costs more by the factor

$$
\frac{4/\sqrt{15}}{2\sqrt2/3}=\sqrt{\frac65}\simeq1.095 .
$$

Two limits help to read the result. If $g\to0$ at fixed $a$ and $b$, both width and energy vanish as $\sqrt g$, which returns the free, sharp step of the local theory; the continuum description fails before that, once $\delta$ falls below the lattice spacing: a wall centred between planes lies 6 % below the continuum energy when the spacing equals $\delta$, and 20 % below it when the spacing is $1.5\delta$. If $a\to0$ at fixed $b$ and $g$, as on heating towards a continuous transition, the wall widens as $a^{-1/2}$ and its energy falls as $a^{3/2}$. These are mean-field powers.

### Numbers for a film

Take $P_0=50$ µC/cm² $=0.50$ C/m², $a=3.0\times10^8$ V m/C and $g=1.0\times10^{-10}$ V m³/C. These are round values of the order found in tetragonal lead zirconate titanate, not a fit to one composition; on the titanium-rich side this $a$ goes with a larger polarization, near 0.7 C/m². Then $b=a/P_0^2=1.2\times10^9$ V m⁵/C³, and

$$
\delta=\sqrt{\frac{2(1.0\times10^{-10})}{3.0\times10^8}}\ \text{m}=0.816\ \text{nm},
$$

$$
\sigma=\frac23(3.0\times10^8)(0.50)^2(0.8165\times10^{-9})\ \text{J/m}^2
=40.8\ \text{mJ/m}^2 .
$$

This equals 0.255 eV/nm². The polarization is 22.7 µC/cm² at 0.4 nm from the centre, 37.6 at 0.8 nm and 48.1 at 1.6 nm. The change from $-0.9P_0$ to $+0.9P_0$ takes 2.40 nm, about six lattice planes spaced by 0.40 nm. That is few enough to call for a check of the continuum assumption.

The formulas were tested by minimizing the energy numerically on a grid of spacing $\delta/20$, starting from a straight ramp. Three sets of coefficients were used: the one above; one with $a$ multiplied by 2.3 and $b$ by 0.7; and one with $b$ multiplied by 3 and $g$ by 4. On a grid tied to $\delta$ the three sets are one dimensionless problem, so together they test one profile and the scaling of $\delta$ and $\sigma$ with $a$, $b$ and $g$. In each case the relaxed profile agreed with the hyperbolic tangent to better than $10^{-3}P_0$, and the energy agreed with $\sigma$ to better than two parts in $10^4$ of $\sigma$.

## Second half: the wall from a lower bound

### Symbols and results carried over

The polarization $P(x)$ lies parallel to the wall and tends to $\pm P_0$ as $x\to\pm\infty$, with $P_0=\sqrt{a/b}$. The energy per area above a uniform domain is

$$
\mathcal E[P]=\int_{-\infty}^{\infty}
\left[\frac g2P'^2+\frac b4(P_0^2-P^2)^2\right]dx .
$$

The balance of forces gave $P=P_0\tanh(x/\delta)$, with $\delta=\sqrt{2g/a}$, and $\sigma=(2\sqrt2/3)\sqrt g\,a^{3/2}/b=\frac23aP_0^2\delta$. For the example, $P_0=50$ µC/cm², $a=3.0\times10^8$ V m/C, $b=1.2\times10^9$ V m⁵/C³, $g=1.0\times10^{-10}$ V m³/C, $\delta=0.816$ nm and $\sigma=40.8$ mJ/m².

### Completing the square

The second derivation needs no equation of balance. Define

$$
q(P)=\sqrt{\frac b{2g}}\left(P_0^2-P^2\right),
\qquad\text{so that}\qquad
\frac g2q^2=\frac b4\left(P_0^2-P^2\right)^2 .
$$

The integrand of $\mathcal E$ is then a sum of two squares, which can be rearranged:

$$
\frac g2\left(P'^2+q^2\right)=\frac g2\left(P'-q\right)^2+gP'q .
$$

The last term is a total derivative, since $q$ depends on $x$ through $P$ alone:

$$
gP'q=\sqrt{\frac{gb}{2}}\;\frac{d}{dx}\left(P_0^2P-\frac{P^3}{3}\right).
$$

Its integral depends only on the end values. The bracket is $2P_0^3/3$ at $P=P_0$ and $-2P_0^3/3$ at $P=-P_0$, so the integral is

$$
\sqrt{\frac{gb}{2}}\;\frac{4P_0^3}{3}
=\frac{2\sqrt2}{3}\,\frac{\sqrt g\,a^{3/2}}{b}=\sigma .
$$

Hence every continuous profile of finite energy with the required end values obeys

$$
\mathcal E[P]=\sigma+\frac g2\int_{-\infty}^{\infty}
\left[P'-\sqrt{\frac{b}{2g}}\,(P_0^2-P^2)\right]^2dx\;\ge\;\sigma .
$$

Equality requires the bracket to vanish, which is a first-order equation. To solve it, put $P=P_0\tanh\theta(x)$. This is allowed because a solution that touched $\pm P_0$ would be uniform. Then $P'=P_0\theta'\,\text{sech}^2\theta$ and $P_0^2-P^2=P_0^2\,\text{sech}^2\theta$. The common factor cancels and leaves $\theta'=P_0\sqrt{b/2g}=1/\delta$. Thus $\theta=(x-x_0)/\delta$: the minimizing profiles are the hyperbolic tangent and its translations, and there are no others.

The identity also gives the excess energy of a wrong profile. Take

$$
P=P_0\left[\text{erf}(x/w)+0.6\,e^{-(x/w)^2}\right],\qquad w=1.7\,\delta,
$$

which overshoots $P_0$ and then returns to it. For the example its energy is 42.33 mJ/m², and the squared remainder is 1.51 mJ/m². Their difference is 40.82 mJ/m², the value of $\sigma$.

The balance of forces and the lower bound give the same hyperbolic-tangent wall, with half-width $\delta$ and energy $\sigma$, and the bound proves that no continuous profile with the same end values costs less. What remains is to compare the assumptions of the two derivations and to see how a second polarization component, strain, the lattice planes and a real gate stack affect the result.

Numerical values quoted here were computed with a short program.
